**Critical thickness of a linearly graded film**

For misfit $f=gz$ at height $z$ above the substrate, constant line tension $T$ gives $h_c=\sqrt{2T/(Mb_xg)}$, where $M$ is the biaxial modulus and $b_x$ the misfit-relieving Burgers component. The program asserts this threshold and its $-1/2$ exponent against the derivative of a three-dimensional elastic energy at three gradients. It also asserts the Peach-Koehler force on a curved threading arm, the thresholds for raised misfit lines, and the factor of two relative to a uniform film with the same top misfit. For silicon-germanium graded at 10% germanium per micrometre, with rough material data and $T=5.5$ nN, the output gives $h_c=277$ nm. A logarithmic line energy gives 284 nm and a local exponent of $-0.535$, which is asserted against a finite difference. With a rough glide mobility, an existing arm travels 1 mm only by the time the film is about 510 nm thick. The lower estimate for creating a surface half-loop at $h_c$ is about 9000 eV, so the threshold applies to dislocations that already exist.

## Verification by program

```python
"""Critical thickness of a film whose misfit rises linearly from zero.

Result under test: h_c = sqrt(2 T / (M b_x g)), hence h_c ~ g**(-1/2).
g   misfit gradient (1/nm): misfit = g z at height z above the substrate
T   constant energy per length of misfit dislocation (nN)
M   biaxial modulus (GPa); b_x in-plane edge Burgers component (nm)
Units: nm, GPa, nN, since 1 GPa nm^2 = 1 nN. Material data are rough.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# Rough silicon-germanium parameters and chosen growth conditions
shear, poisson, lattice = 50.0, 0.28, 0.543
full_misfit = 0.042            # pure germanium on silicon
grading = 0.10                 # germanium fraction per micrometre
tension = 5.5                  # nN
gradient = full_misfit * grading / 1000.0

# Crystal geometry: (111) glide plane, misfit line along [1 -1 0]
burgers = lattice / 2 * np.array([1.0, 0.0, -1.0])
line = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
across = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
normal = np.array([1.0, 1.0, 1.0]) / np.sqrt(3)
b = np.linalg.norm(burgers)
b_x = abs(burgers @ across)
b_z = abs(burgers[2])
cos_beta = abs(burgers @ line) / b
sin_plane = np.sqrt(1 - normal[2]**2)
M = 2 * shear * (1 + poisson) / (1 - poisson)


def critical(g):
    return np.sqrt(2 * tension / (M * b_x * g))


h_c = critical(gradient)
nodes, weights = np.polynomial.legendre.leggauss(12)


def energy_density(exx, eyy):
    """3D isotropic elastic energy with zero stress normal to the film."""
    lame = 2 * shear * poisson / (1 - 2 * poisson)
    ezz = -lame * (exx + eyy) / (lame + 2 * shear)
    trace = exx + eyy + ezz
    return lame * trace**2 / 2 + shear * (exx**2 + eyy**2 + ezz**2)


def film_energy(density, h, height, misfit):
    """Energy per area with parallel misfit lines at the given height."""
    total = density * tension
    for low, high, slip in ((0.0, height, 0.0),
                            (height, h, density * b_x)):
        z = low + (high - low) * (nodes + 1) / 2
        strain = misfit(z)
        total += (high - low) / 2 * np.sum(
            weights * energy_density(strain - slip, strain))
    return total


def line_cost(h, height, misfit):
    """Energy change per length of the first misfit line."""
    step = 1e-5
    return (film_energy(step, h, height, misfit)
            - film_energy(-step, h, height, misfit)) / (2 * step)


def onset(misfit, height=0.0):
    return brentq(lambda h: line_cost(h, height, misfit),
                  height + 1e-3, 20000.0)


# Threshold and scaling from the elastic energy
gradients = gradient * np.array([0.25, 1.0, 4.0])
onsets = np.array([onset(lambda z, g=g: g * z) for g in gradients])
assert np.allclose(onsets, critical(gradients), rtol=1e-6)
energy_slope = np.polyfit(np.log(gradients), np.log(onsets), 1)[0]
assert abs(energy_slope + 0.5) < 1e-6


def ramp(z):
    return gradient * z


cost_below = line_cost(0.9 * h_c, 0.0, ramp)
cost_above = line_cost(1.1 * h_c, 0.0, ramp)
assert cost_below > 0 > cost_above

# Lines higher in the film, and a uniform film with the same top misfit
raised = onset(ramp, 100.0)
for height in (50.0, 100.0, 200.0):
    assert np.isclose(onset(ramp, height), np.hypot(h_c, height), rtol=1e-6)
top_misfit = gradient * h_c
uniform = onset(lambda z: top_misfit + 0 * z)
assert np.isclose(uniform, h_c / 2, rtol=1e-6)

# Peach-Koehler force on a curved threading arm in the glide plane
climb = np.cross(normal, line)
climb = climb / climb[2]
force = 0.0
for x, weight in zip(nodes, weights):
    z = h_c * (x + 1) / 2
    stress = M * gradient * z * np.diag([1.0, 1.0, 0.0])
    tangent = climb + (0.3 + z / h_c) * line
    force += weight * h_c / 2 * (np.cross(stress @ burgers, tangent) @ line)
force = abs(force)
assert np.isclose(force, M * b_x * gradient * h_c**2 / 2, rtol=1e-9)
assert np.isclose(force, tension, rtol=1e-9)

# Logarithmic line energy instead of a constant
prefactor = (shear * b**2 * (1 - poisson * cos_beta**2)
             / (4 * np.pi * (1 - poisson)))


def log_tension(depth, core=1.0):
    return prefactor * (np.log(depth / b) + core)


def log_critical(g, core=1.0):
    return brentq(lambda h: M * b_x * g * h**2 / 2 - log_tension(h, core),
                  10.0, 20000.0)


h_log = log_critical(gradient)
log_slope = (np.log(log_critical(gradient * 1.001))
             - np.log(log_critical(gradient / 1.001))) / (2 * np.log(1.001))
log_factor = np.log(h_log / b) + 1
assert abs(log_slope + 1 / (2 - 1 / log_factor)) < 1e-5


def best_site(h):
    """Best line height in the lower half, and its net driving force."""
    found = minimize_scalar(
        lambda p: log_tension(h - p)
        - M * b_x * gradient * (h**2 - p**2) / 2,
        bounds=(0.0, h / 2), method="bounded", options={"xatol": 1e-7})
    return found.x, -found.fun


h_best = brentq(lambda h: best_site(h)[1], 0.7 * h_log, 1.2 * h_log)
site = best_site(h_best)[0]
assert 0 < site < h_best / 2 and h_best < h_log
assert np.isclose(M * b_x * gradient * site * (h_best - site),
                  prefactor, rtol=1e-3)

# Surface step and thermal expansion, both with rough inputs
surface_energy = 1.0           # N/m, equal to nN/nm
step_tension = surface_energy * b_z
step_shift = np.sqrt(1 + step_tension / tension) - 1
temperature, room = 1023.0, 293.0
expansion_difference = 3.3e-6  # germanium minus silicon, 1/K
thermal_ratio = expansion_difference * (temperature - room) / full_misfit
thermal_shift = 1 / np.sqrt(1 + thermal_ratio) - 1

# Thermally activated glide while the film keeps growing
growth_rate = 1.0              # nm/s
glide_barrier = 2.2            # eV
mobility_prefactor = 1e4       # m/s per MPa, order of magnitude
glide_length = 1e6             # nm
thermal_energy = const.k * temperature / const.e
mobility = mobility_prefactor * 1e12 * np.exp(-glide_barrier / thermal_energy)


def glide_speed(h):
    excess = M * b_x * gradient * h**2 / 2 - tension
    return mobility * excess * sin_plane / (b * h)


def glide_distance(h):
    return quad(glide_speed, h_c, h)[0] / growth_rate


h_glide = brentq(lambda h: glide_distance(h) - glide_length,
                 h_c, 20 * h_c)
closed_distance = mobility * sin_plane / (b * growth_rate) * (
    M * b_x * gradient * (h_glide**2 - h_c**2) / 4
    - tension * np.log(h_glide / h_c))
assert np.isclose(closed_distance, glide_length, rtol=1e-6)

# Lower estimate for a new half-loop: surface stress acts everywhere in it
schmid = abs(normal @ np.diag([1.0, 1.0, 0.0]) @ burgers) / b
resolved = schmid * M * top_misfit
loop = minimize_scalar(
    lambda r: -(np.pi * r * tension - np.pi * r**2 * resolved * b / 2),
    bounds=(1.0, 2000.0), method="bounded")
loop_radius, loop_barrier = loop.x, -loop.fun
assert np.isclose(loop_barrier, np.pi * tension**2 / (2 * resolved * b),
                  rtol=1e-6)
loop_barrier_ev = loop_barrier * 1e-18 / const.e

print(f"shear modulus (rough input) = {shear:.0f} GPa")
print(f"Poisson ratio (rough input) = {poisson:.2f}")
print(f"lattice constant (rough input) = {lattice:.3f} nm")
print(f"misfit of pure Ge on Si (rough input) = {full_misfit:.3f}")
print(f"Ge grading = {100 * grading:.0f} % per um")
print(f"misfit gradient = {gradient:.2e} per nm")
print(f"constant line tension (input) = {tension:.1f} nN")
print(f"biaxial modulus = {M:.1f} GPa")
print(f"Burgers length b = {b:.4f} nm; component b_x = {b_x:.4f} nm")
print(f"critical thickness, formula = {h_c:.1f} nm")
print(f"critical thickness, elastic energy = {onsets[1]:.1f} nm")
print(f"Peach-Koehler force at h_c = {force:.3f} nN")
print(f"top Ge fraction at h_c = {100 * grading * h_c / 1000:.2f} %")
print(f"top misfit at h_c = {100 * top_misfit:.4f} %")
print(f"top stress at h_c = {M * top_misfit:.4f} GPa")
print(f"line cost at 0.9 h_c = {cost_below:.3f} nN")
print(f"line cost at 1.1 h_c = {cost_above:.3f} nN")
for g, h in zip(gradients, onsets):
    rate = g / full_misfit * 1e5
    print(f"grading {rate:.1f} %/um: constant T {h:.1f} nm, "
          f"log T {log_critical(g):.1f} nm")
print(f"scaling exponent, constant T = {energy_slope:.4f}")
print(f"threshold for line at height 100 nm = {raised:.1f} nm")
print(f"uniform film with same top misfit: h_c = {uniform:.1f} nm")
print(f"log-energy prefactor A = {prefactor:.4f} nN")
print(f"log line energy at h_c = {log_tension(h_c):.3f} nN")
print(f"L = ln(h/b)+1 at log threshold = {log_factor:.3f}")
print(f"local exponent, log T = {log_slope:.4f}")
print(f"log threshold, core constant 0.5 = "
      f"{log_critical(gradient, 0.5):.1f} nm")
print(f"log threshold, core constant 1.5 = "
      f"{log_critical(gradient, 1.5):.1f} nm")
print(f"log threshold at best height = {h_best:.1f} nm")
print(f"best line height = {site:.1f} nm")
print(f"surface energy (rough input) = {surface_energy:.1f} N/m")
print(f"surface-step tension = {step_tension:.3f} nN")
print(f"surface-step shift of h_c = {100 * step_shift:+.1f} %")
print(f"growth temperature = {temperature:.0f} K; room = {room:.0f} K")
print(f"expansion difference (rough) = {expansion_difference:.1e} per K")
print(f"thermal change of misfit = {100 * thermal_ratio:+.1f} %")
print(f"thermal shift of h_c = {100 * thermal_shift:+.1f} %")
print(f"growth rate = {growth_rate:.1f} nm/s")
print(f"glide barrier (rough input) = {glide_barrier:.1f} eV")
print(f"mobility prefactor (rough) = {mobility_prefactor:.0e} m/s per MPa")
print(f"chosen glide distance = {glide_length / 1e6:.1f} mm")
print(f"thickness after that glide = {h_glide:.0f} nm")
print(f"ratio of that thickness to h_c = {h_glide / h_c:.2f}")
print(f"glide speed at that thickness = {glide_speed(h_glide)/1000:.1f} um/s")
print(f"resolved surface stress at h_c = {1000 * resolved:.1f} MPa")
print(f"half-loop critical radius = {loop_radius:.0f} nm")
print(f"half-loop barrier, lower estimate = {loop_barrier_ev:.0f} eV")
print(f"thermal energy at growth = {thermal_energy:.4f} eV")
print("tests ok")
```

Printed output:

```
shear modulus (rough input) = 50 GPa
Poisson ratio (rough input) = 0.28
lattice constant (rough input) = 0.543 nm
misfit of pure Ge on Si (rough input) = 0.042
Ge grading = 10 % per um
misfit gradient = 4.20e-06 per nm
constant line tension (input) = 5.5 nN
biaxial modulus = 177.8 GPa
Burgers length b = 0.3840 nm; component b_x = 0.1920 nm
critical thickness, formula = 277.0 nm
critical thickness, elastic energy = 277.0 nm
Peach-Koehler force at h_c = 5.500 nN
top Ge fraction at h_c = 2.77 %
top misfit at h_c = 0.1163 %
top stress at h_c = 0.2068 GPa
line cost at 0.9 h_c = 1.045 nN
line cost at 1.1 h_c = -1.155 nN
grading 2.5 %/um: constant T 554.0 nm, log T 594.0 nm
grading 10.0 %/um: constant T 277.0 nm, log T 283.5 nm
grading 40.0 %/um: constant T 138.5 nm, log T 134.6 nm
scaling exponent, constant T = -0.5000
threshold for line at height 100 nm = 294.5 nm
uniform film with same top misfit: h_c = 138.5 nm
log-energy prefactor A = 0.7577 nN
log line energy at h_c = 5.744 nN
L = ln(h/b)+1 at log threshold = 7.605
local exponent, log T = -0.5352
log threshold, core constant 0.5 = 273.3 nm
log threshold, core constant 1.5 = 293.3 nm
log threshold at best height = 282.8 nm
best line height = 20.1 nm
surface energy (rough input) = 1.0 N/m
surface-step tension = 0.272 nN
surface-step shift of h_c = +2.4 %
growth temperature = 1023 K; room = 293 K
expansion difference (rough) = 3.3e-06 per K
thermal change of misfit = +5.7 %
thermal shift of h_c = -2.8 %
growth rate = 1.0 nm/s
glide barrier (rough input) = 2.2 eV
mobility prefactor (rough) = 1e+04 m/s per MPa
chosen glide distance = 1.0 mm
thickness after that glide = 511 nm
ratio of that thickness to h_c = 1.84
glide speed at that thickness = 8.0 um/s
resolved surface stress at h_c = 84.4 MPa
half-loop critical radius = 170 nm
half-loop barrier, lower estimate = 9147 eV
thermal energy at growth = 0.0882 eV
tests ok
```
